**Valley splitting across an interface step: formula against direct diagonalization**

The program tests $E_v/E_{\rm flat}=\sqrt{1-4p(1-p)\sin^2(\theta/2)}$ with $\theta=2k_0nd$. Here $p$ is the density share on one terrace, $n$ the step height in layers, $d$ the layer spacing, $k_0$ the valley position and $E_{\rm flat}$ the splitting at a flat interface. A plane-wave pseudopotential calculation of bulk silicon asserts that the squared screw eigenvalue of the conduction state has the phase $2k_0d$ per layer. A lateral two-valley equation is asserted to reproduce the formula at weak coupling for three dot positions, and to depart from it roughly as the square of the coupling. A two-dimensional lattice with a real step is asserted to agree within 0.10 of the flat splitting, for five dot positions and for balanced single-layer and double-layer steps. At equal shares the lattice ratios are 0.234 for one layer and 0.881 for two, against 0.233 and 0.891 from the formula. The largest difference in the position scan is 0.051 of the flat splitting. The output also sizes orbital mixing, neighbouring steps, thermal occupation and oxide tunnelling for the example.

## Verification by program

```python
"""Valley splitting of a silicon MOS dot lying across an interface step.

Result under test:
    E_v / E_flat = sqrt(1 - 4 p (1-p) sin^2(theta/2)),  theta = 2 k0 n d
p      share of the electron density on one terrace
n, d   number of atomic layers in the step, layer spacing a/4
k0     distance of the conduction valley from the zone centre
E_flat splitting at a flat interface, equal to 2 |Delta0|
Energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import minimize_scalar
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh
from scipy.special import ai_zeros, erfc

HB2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/(2 m0), eV nm^2
KB = const.k / const.e                                  # eV/K

# Rough typical values for a silicon MOS quantum dot
a = 0.5431
k0_reduced = 0.85            # in units of 2 pi / a
m_long, m_trans = 0.916, 0.19
field_MV_cm = 0.1
barrier = 3.0
hw = 4.0e-3                  # lateral level spacing
temperature = 1.0            # K
miscut_deg = 0.5
oxide_nm, oxide_mass = 10.0, 0.4
eps_si, eps_ox = 11.7, 3.9

d = a / 4
k0 = k0_reduced * 2 * np.pi / a
theta1 = 2 * k0 * d
eF = field_MV_cm * 0.1       # eV/nm
sigma = np.sqrt(HB2M / m_trans / hw)


def reduction(p, theta):
    return np.sqrt(1 - 4 * p * (1 - p) * np.sin(theta / 2)**2)


# ---- Bulk silicon: screw eigenvalue from a plane-wave pseudopotential ----
rydberg = const.value("Rydberg constant times hc in eV")
form_factor = {3: -0.21 * rydberg, 8: 0.04 * rydberg, 11: 0.08 * rydberg}
G = [(h, k, l) for h in range(-5, 6) for k in range(-5, 6) for l in range(-5, 6)
     if h % 2 == k % 2 == l % 2 and h*h + k*k + l*l <= 27]
index = {g: i for i, g in enumerate(G)}
Garr = np.array(G)
potential = np.zeros((len(G), len(G)), complex)
for i, g in enumerate(G):
    for j, gp in enumerate(G):
        q = (g[0] - gp[0], g[1] - gp[1], g[2] - gp[2])
        strength = form_factor.get(q[0]**2 + q[1]**2 + q[2]**2)
        if strength is not None:
            potential[i, j] = strength * (1 + np.exp(-0.5j * np.pi * sum(q))) / 2


def bulk_hamiltonian(kz):
    q = Garr + np.array([0, 0, kz])
    return potential + np.diag(HB2M * (2 * np.pi / a)**2 * (q**2).sum(1))


def conduction_energy(kz):
    return eigvalsh(bulk_hamiltonian(kz), subset_by_index=[4, 4])[0]


k_min = minimize_scalar(conduction_energy, bounds=(0.6, 0.98), method="bounded",
                        options={"xatol": 1e-4}).x
assert 0.75 < k_min < 0.95
coef = eigh(bulk_hamiltonian(k_min), subset_by_index=[4, 4])[1][:, 0]
screw = 0j
for g, c in zip(G, coef):
    rotated = (-g[1], g[0], g[2])
    screw += (np.conj(coef[index[rotated]]) * c
              * np.exp(-0.5j * np.pi * (k_min + sum(rotated))))
assert abs(abs(screw) - 1) < 1e-6
assert abs(screw**2 - np.exp(-1j * np.pi * k_min)) < 1e-6
screw_phase = (-np.angle(screw**2)) % (2 * np.pi)


# ---- Lateral two-valley equation with a sudden change of coupling phase ----
def lateral_ratio(delta0, x0, theta):
    dx = 0.25
    x = np.arange(-34 + dx / 2, 34, dx)
    t = HB2M / m_trans / dx**2
    h = (np.diag(2 * t + hw**2 * (x - x0)**2 / (4 * HB2M / m_trans))
         - t * np.eye(len(x), k=1) - t * np.eye(len(x), k=-1))
    coupling = np.diag(delta0 * np.where(x < 0, 1, np.exp(-1j * theta)))
    full = np.block([[h, coupling], [coupling.conj(), h]])
    e = eigvalsh(full, subset_by_index=[0, 1])
    return (e[1] - e[0]) / (2 * delta0)


for x0 in (-6.0, 0.0, 3.0):
    p_gauss = 0.5 * erfc(x0 / (np.sqrt(2) * sigma))
    assert abs(lateral_ratio(1e-5, x0, theta1) - reduction(p_gauss, theta1)) < 3e-3
floor1 = abs(np.cos(theta1 / 2))
error_half = lateral_ratio(0.5e-3, 0.0, theta1) - floor1
error_full = lateral_ratio(1.0e-3, 0.0, theta1) - floor1
mixing_growth = error_full / error_half
assert 3.2 < mixing_growth < 4.6     # quadratic growth gives 4 at small coupling

# ---- Layer chain with minima at +-k0 and the longitudinal mass ----
c0, s0 = np.cos(k0 * d), np.sin(k0 * d)
hop2 = HB2M / (4 * m_long * d**2 * s0**2)
hop1 = -4 * hop2 * c0


def chain_band(k):
    return 2 * hop1 * np.cos(k * d) + 2 * hop2 * np.cos(2 * k * d)


k_scan = np.linspace(0, np.pi / d, 20001)
assert abs(k_scan[np.argmin(chain_band(k_scan))] - k0) < 2e-3
dk = 1e-3 * k0
curvature = (chain_band(k0 + dk) - 2 * chain_band(k0) + chain_band(k0 - dk)) / dk**2
assert abs(2 * HB2M / curvature / m_long - 1) < 1e-3

n_oxide, n_layers = 8, 118
layer = np.arange(n_layers)
onsite = -chain_band(k0) + eF * (layer - n_oxide + 0.5) * d
chain = diags([hop2, hop1, onsite, hop1, hop2], [-2, -1, 0, 1, 2],
              shape=(n_layers, n_layers))
flat_levels, flat_states = np.linalg.eigh(
    chain.toarray() + np.diag(barrier * (layer < n_oxide)))
E_flat = flat_levels[1] - flat_levels[0]
subband_gap = flat_levels[2] - flat_levels[0]
oxide_share = (flat_states[:n_oxide, 0]**2).sum()
start = np.random.default_rng(1)


def stepped_dot(x0, n_step, dx=1.0):
    """Splitting ratio and left-terrace share from the full 2D lattice."""
    x = np.arange(-34 + dx / 2, 34, dx)
    t = HB2M / m_trans / dx**2
    lateral = diags([-t, 2 * t + hw**2 * (x - x0)**2 / (4 * HB2M / m_trans), -t],
                    [-1, 0, 1], shape=(len(x), len(x)))
    oxide = layer[None, :] < n_oxide + n_step * (x[:, None] > 0)
    H = (kron(lateral, identity(n_layers)) + kron(identity(len(x)), chain)
         + diags(barrier * oxide.ravel().astype(float)))
    e, v = eigsh(H.tocsc(), k=4, sigma=0.02, which="LM", ncv=30,
                 v0=start.standard_normal(H.shape[0]))
    order = np.argsort(e)
    e, v = e[order], v[:, order]
    density = (v[:, :2]**2).sum(1).reshape(len(x), n_layers).sum(1) / 2
    return (e[1] - e[0]) / E_flat, density[x < 0].sum()


def balanced_dot(n_step):
    """Move the dot until both terraces hold equal shares."""
    x0 = 0.0
    for _ in range(4):
        ratio, p = stepped_dot(x0, n_step)
        if abs(p - 0.5) < 0.003:
            break
        x0 += (p - 0.5) * sigma * np.sqrt(2 * np.pi)
    else:
        ratio, p = stepped_dot(x0, n_step)
    assert abs(p - 0.5) < 0.03
    return x0, ratio, p


# The allowance 0.10 covers the disturbed envelope near the edge and orbital mixing,
# both left out of the formula.
scan = []
for x0 in (-10.0, -5.0, 0.0, 5.0, 10.0):
    ratio, p = stepped_dot(x0, 1)
    scan.append((x0, p, ratio, reduction(p, theta1)))
    assert abs(ratio - reduction(p, theta1)) < 0.10
x_single, r_single, p_single = balanced_dot(1)
x_double, r_double, p_double = balanced_dot(2)
assert abs(r_single - reduction(p_single, theta1)) < 0.10
assert abs(r_double - reduction(p_double, 2 * theta1)) < 0.10
r_fine, p_fine = stepped_dot(x_single, 1, dx=0.5)
assert abs(r_fine - r_single) < 0.05

# ---- Sizes of neglected effects ----
delta0 = E_flat / 2
mixed = lateral_ratio(delta0, 0.0, theta1)
mixed_strong = lateral_ratio(hw, 0.0, theta1)
E_step = E_flat * floor1
airy = -ai_zeros(1)[0][0]
airy_level = [airy * (HB2M / m * eF**2)**(1 / 3) for m in (m_long, m_trans)]
terrace = d / np.tan(np.radians(miscut_deg))
outer = 0.5 * erfc(terrace / (np.sqrt(2) * sigma))
weights = np.array([outer, 0.5 - outer, 0.5 - outer, outer])
staircase = abs((weights * np.exp(-1j * theta1 * np.arange(4))).sum())
wkb = 2 * oxide_nm * np.sqrt(oxide_mass * barrier / HB2M)
boltzmann = np.exp(-E_step / (KB * temperature))

print(f"lattice constant {a:.4f} nm, layer spacing {d:.4f} nm")
print(f"valley position used {k0_reduced:.2f} x 2pi/a = {k0:.3f} 1/nm")
print(f"masses: longitudinal {m_long:.3f}, transverse {m_trans:.2f} m0")
print(f"pseudopotential valley position {k_min:.3f} x 2pi/a")
print(f"pseudopotential phase per layer {np.degrees(screw_phase):.1f} deg")
print(f"phase per layer used {np.degrees(theta1):.1f} deg")
for n in range(1, 5):
    print(f"equal-share formula ratio, {n} layer(s): {abs(np.cos(n*theta1/2)):.4f}")
print(f"silicon field {field_MV_cm:.2f} MV/cm, barrier {barrier:.1f} eV")
print(f"lateral spacing {hw*1e3:.1f} meV, density width sigma {sigma:.2f} nm")
print(f"chain hoppings: first {hop1:.4f} eV, second {hop2:.4f} eV")
print(f"flat splitting (lattice model) {E_flat*1e3:.4f} meV")
print(f"flat coupling |Delta0| {delta0*1e3:.4f} meV")
print("single step: dot centre, share p, lattice ratio, formula ratio")
for x0, p, ratio, formula in scan:
    print(f"  {x0:6.1f} nm  {p:.3f}  {ratio:.3f}  {formula:.3f}")
print(f"balanced single step: centre {x_single:.2f} nm, p {p_single:.3f}")
print(f"  lattice ratio {r_single:.3f}, formula {reduction(p_single, theta1):.3f}")
print(f"  lattice splitting {r_single*E_flat*1e3:.4f} meV")
print(f"  formula splitting at p=1/2 {E_step*1e3:.4f} meV")
print(f"  ratio on 0.5 nm lateral grid {r_fine:.3f} (p {p_fine:.3f})")
print(f"balanced double step: centre {x_double:.2f} nm, p {p_double:.3f}")
print(f"  lattice ratio {r_double:.3f}, formula {reduction(p_double, 2*theta1):.3f}")
print(f"mixing error growth when coupling doubles {mixing_growth:.2f}")
print(f"ratio with orbital mixing, example coupling {mixed:.4f}")
print(f"ratio with orbital mixing, |Delta0| = spacing {mixed_strong:.4f}")
print(f"terrace energy offset, one layer {eF*d*1e3:.3f} meV")
print(f"next vertical subband above ground {subband_gap*1e3:.1f} meV")
print(f"in-plane valleys above, vertical part {(airy_level[1]-airy_level[0])*1e3:.1f} meV")
print(f"density share inside oxide {oxide_share:.2e}")
print(f"thermal energy at {temperature:.1f} K {KB*temperature*1e3:.4f} meV")
print(f"upper/lower valley occupation at p=1/2 {boltzmann:.2e}")
print(f"oxide field {field_MV_cm*eps_si/eps_ox:.2f} MV/cm")
print(f"log10 tunnelling factor, {oxide_nm:.0f} nm oxide {-wkb/np.log(10):.1f}")
print(f"terrace width at {miscut_deg:.1f} deg miscut {terrace:.2f} nm")
print(f"density share beyond the two terraces {2*outer:.4f}")
print(f"formula ratio including next terraces {staircase:.4f}")
print("tests ok")
```

Output:

```
lattice constant 0.5431 nm, layer spacing 0.1358 nm
valley position used 0.85 x 2pi/a = 9.834 1/nm
masses: longitudinal 0.916, transverse 0.19 m0
pseudopotential valley position 0.854 x 2pi/a
pseudopotential phase per layer 153.6 deg
phase per layer used 153.0 deg
equal-share formula ratio, 1 layer(s): 0.2334
equal-share formula ratio, 2 layer(s): 0.8910
equal-share formula ratio, 3 layer(s): 0.6494
equal-share formula ratio, 4 layer(s): 0.5878
silicon field 0.10 MV/cm, barrier 3.0 eV
lateral spacing 4.0 meV, density width sigma 7.08 nm
chain hoppings: first -0.5571 eV, second 0.5966 eV
flat splitting (lattice model) 1.3972 meV
flat coupling |Delta0| 0.6986 meV
single step: dot centre, share p, lattice ratio, formula ratio
   -10.0 nm  0.938  0.870  0.883
    -5.0 nm  0.818  0.637  0.661
     0.0 nm  0.608  0.282  0.314
     5.0 nm  0.343  0.435  0.384
    10.0 nm  0.118  0.813  0.779
balanced single step: centre 2.08 nm, p 0.501
  lattice ratio 0.234, formula 0.233
  lattice splitting 0.3270 meV
  formula splitting at p=1/2 0.3262 meV
  ratio on 0.5 nm lateral grid 0.236 (p 0.500)
balanced double step: centre 4.15 nm, p 0.499
  lattice ratio 0.881, formula 0.891
mixing error growth when coupling doubles 3.75
ratio with orbital mixing, example coupling 0.2251
ratio with orbital mixing, |Delta0| = spacing 0.1168
terrace energy offset, one layer 1.358 meV
next vertical subband above ground 28.0 meV
in-plane valleys above, vertical part 25.9 meV
density share inside oxide 1.30e-04
thermal energy at 1.0 K 0.0862 meV
upper/lower valley occupation at p=1/2 2.27e-02
oxide field 0.30 MV/cm
log10 tunnelling factor, 10 nm oxide -48.7
terrace width at 0.5 deg miscut 15.56 nm
density share beyond the two terraces 0.0280
formula ratio including next terraces 0.2087
tests ok
```
